# Orientational averaging of cluster scattering and the Debye equation

A rigid cluster of $N$ atoms, for example a structural unit cut from a model of an amorphous oxide, is illuminated by X-rays. The sample holds many copies of it, with every orientation equally likely. The problem is to find the mean scattered intensity per cluster, and to see what that mean retains of the structure.

The scattering is elastic, and each photon scatters once. Absorption, resonant corrections, thermal motion and Compton scattering are left out. Waves from different clusters are taken to have no lasting phase relation, so their intensities add. Lengths are in bohr. Intensities are in electron units: one free point electron scatters with intensity 1, the polarization factor having been removed.

## (a) The amplitude of one fixed cluster

**Question.** The cluster has electron density $\rho(\mathbf r)$, a sum of spherical atomic densities $\rho_i$ centred at $\mathbf r_i$. Express its scattering amplitude through one function per atom, and evaluate that function for a Gaussian atom.

**Solution.** Let the incoming and outgoing wave vectors be $\mathbf k$ and $\mathbf k'$. A wave scattered at $\mathbf r$ gains the phase $\mathbf k\cdot\mathbf r$ on the way in and $-\mathbf k'\cdot\mathbf r$ on the way out, relative to one scattered at the origin. With $\mathbf Q=\mathbf k-\mathbf k'$ the amplitude is

$$F(\mathbf Q)=\int\rho(\mathbf r)\,e^{i\mathbf Q\cdot\mathbf r}\,d^3r .$$

Insert $\rho(\mathbf r)=\sum_i\rho_i(|\mathbf r-\mathbf r_i|)$ and substitute $\mathbf r=\mathbf r_i+\mathbf s$ in the $i$-th integral:

$$F(\mathbf Q)=\sum_i f_i\,e^{i\mathbf Q\cdot\mathbf r_i},\qquad f_i=\int\rho_i(s)\,e^{i\mathbf Q\cdot\mathbf s}\,d^3s .$$

For the angular part of $f_i$, take the polar axis along $\mathbf Q$ and put $u=\cos\theta$. The azimuth gives $2\pi$, and

$$2\pi\int_{-1}^{1}e^{iQsu}\,du=2\pi\,\frac{e^{iQs}-e^{-iQs}}{iQs}=4\pi\,\frac{\sin Qs}{Qs}.$$

Hence

$$f_i(Q)=\int_0^\infty 4\pi s^2\rho_i(s)\,\frac{\sin Qs}{Qs}\,ds .$$

This form factor is real and depends only on the length of $\mathbf Q$, because the atom is spherical. At $Q=0$ it equals the number of electrons $Z_i$.

A Gaussian atom of width $w$ has $\rho(s)=Z\,(\pi w^2)^{-3/2}e^{-s^2/w^2}$. Its integral factorizes into three Cartesian ones. Completing the square, $-x^2/w^2+iqx=-(x-iqw^2/2)^2/w^2-q^2w^2/4$, so each normalized factor is $e^{-q^2w^2/4}$. Their product is

$$f(Q)=Z\,e^{-Q^2w^2/4}.$$

## (b) The intensity before averaging

**Question.** Write $|F|^2$ as a sum over pairs. Does it depend on the choice of origin?

**Solution.** Multiplying $F$ by its complex conjugate gives

$$|F(\mathbf Q)|^2=\sum_{i,j}f_if_j\,e^{i\mathbf Q\cdot\mathbf r_{ij}},\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j .$$

Moving the origin adds the same vector to every $\mathbf r_i$ and leaves every $\mathbf r_{ij}$ unchanged. The amplitude gains a phase factor, and the intensity stays the same.

## (c) The average over orientations

**Question.** Average the result of (b) over all orientations of the cluster.

**Solution.** A rotation $R$ turns $\mathbf r_{ij}$ into $R\mathbf r_{ij}$ and leaves the spherical form factors alone. Since $\mathbf Q\cdot(R\mathbf r_{ij})=(R^{-1}\mathbf Q)\cdot\mathbf r_{ij}$, turning the cluster is equivalent to turning $\mathbf Q$ the opposite way. If $R$ is uniformly distributed, $R^{-1}\mathbf Q$ is uniformly distributed over the sphere of radius $Q$.

The average of the sum is the sum of the averages, so each pair may be treated with its own polar axis. Take that axis along $\mathbf r_{ij}$. The uniform measure is $du\,d\phi/(4\pi)$, and the integral found in (a) gives

$$\left\langle e^{i\mathbf Q\cdot\mathbf r_{ij}}\right\rangle=\frac12\int_{-1}^{1}e^{iQr_{ij}u}\,du=\frac{\sin Qr_{ij}}{Qr_{ij}} .$$

For $i=j$ the exponential is 1 in every orientation, which agrees with the limit of the quotient at $r_{ij}\to0$. Therefore

$$I(Q)=\sum_{i,j}f_if_j\,\frac{\sin Qr_{ij}}{Qr_{ij}}
=\sum_i f_i^2+2\sum_{i<j}f_if_j\,\frac{\sin Qr_{ij}}{Qr_{ij}} .$$

This is the Debye scattering equation. The factor 2 arises because $(i,j)$ and $(j,i)$ both occur in the double sum. Single pair terms can be negative, but $I$ cannot, since it is an average of $|F|^2$.

Interference survives the averaging, but the directions of the pair vectors do not. A cluster and its mirror image have the same distances and therefore the same $I(Q)$.

## (d) Why the amplitude must not be averaged first

**Question.** Compute $|\langle F\rangle|^2$ and compare it with $I$.

**Solution.** The same angular integral, applied to $\mathbf r_i$ in place of $\mathbf r_{ij}$, gives

$$\langle F\rangle=\sum_i f_i\,\frac{\sin Qr_i}{Qr_i},\qquad r_i=|\mathbf r_i| .$$

This contains distances from the origin about which the cluster is turned, so it depends on an arbitrary choice. Moreover,

$$\langle|F|^2\rangle-|\langle F\rangle|^2=\langle|F-\langle F\rangle|^2\rangle\ge0 ,$$

so squaring the mean amplitude loses the part of the intensity that comes from the variation of $F$ with orientation. A detector adds the intensities of the separate clusters, which is why $\langle|F|^2\rangle$ is the required mean.

## (e) Small and large $Q$

**Question.** Find $I$ to order $Q^2$, and show how fast the interference fades relative to the self terms at large $Q$.

**Solution.** For small $x$, $\sin x/x\approx1-x^2/6$. In the radial integral for $f_i$ this gives $f_i\approx Z_i(1-Q^2a_i/6)$, where $a_i$ is the mean square radius of the atomic density. To order $Q^2$,

$$I\approx\sum_{i,j}Z_iZ_j\left[1-\frac{Q^2}{6}\left(a_i+a_j+r_{ij}^2\right)\right].$$

Let $Z=\sum_iZ_i$, and let $\mathbf d_i$ be the position relative to the charge-weighted centre, so that $\sum_iZ_i\mathbf d_i=0$. In $r_{ij}^2=d_i^2+d_j^2-2\mathbf d_i\cdot\mathbf d_j$ the last term then sums to zero. The remaining terms give $2Z\sum_iZ_i(a_i+d_i^2)$, and

$$I\approx Z^2\left(1-\frac{Q^2R_g^2}{3}\right),\qquad R_g^2=\frac1Z\sum_iZ_i\left(d_i^2+a_i\right).$$

$R_g$ is the radius of gyration of the whole electron density. The expansion needs $QR_g\ll1$.

At large $Q$, use $|\sin x/x|\le1/x$ and $2|f_if_j|\le f_i^2+f_j^2$. Each atom belongs to $N-1$ pairs, so with $r_{\min}$ the shortest distance

$$\left|\frac{I}{\sum_if_i^2}-1\right|\le\frac{N-1}{Q\,r_{\min}} .$$

The intensity thus approaches the sum of independent atomic intensities. The bound is generous, because it lets every pair contribute with the same sign at the shortest distance.

## (f) Two corner-sharing tetrahedra

**Question.** Evaluate $I(Q)$ for a model unit M$_2$X$_7$ and identify the pairs that shape it near $Q=2.5$ bohr$^{-1}$.

**Solution.** The parameters are round and stand for no particular material. The bridging X sits at the origin, and the M atoms at $3.0\,(\pm\sin70^\circ,0,\cos70^\circ)$ bohr, so the bridging angle is $140^\circ$. If $\mathbf b$ is the unit vector from an M atom to the bridge, its three terminal X atoms lie 3.0 bohr from it in the directions

$$-\tfrac13\mathbf b+\tfrac{\sqrt8}{3}\left(\cos\phi\;\hat{\mathbf y}\times\mathbf b+\sin\phi\;\hat{\mathbf y}\right).$$

Here $\phi=0^\circ,120^\circ,240^\circ$ for the M atom at positive $x$, and $30^\circ$ more for the other. The atoms are Gaussian, with $Z=20$, $w=0.6$ bohr for M and $Z=10$, $w=0.8$ bohr for X.

At $Q=2.5$ bohr$^{-1}$ the form factors are

$$f_M=20\,e^{-0.5625}=11.396,\qquad f_X=10\,e^{-1}=3.679 .$$

The self terms are $2f_M^2+7f_X^2=354.5$. For the eight M–X bonds, $Qr=7.5$ and $\sin(7.5)/7.5=0.1251$, so they contribute

$$2\times8\times11.396\times3.679\times0.1251=83.9 .$$

The other groups follow in the same way:

| Pairs | Number | Distance (bohr) | Term |
|---|---|---|---|
| M–X bonds | 8 | 3.000 | 83.9 |
| X–X edges | 12 | 4.899 | −8.3 |
| M–M | 1 | 5.638 | 18.4 |
| all others | 15 | 5.896 to 9.695 | −3.4 |

The total is $354.5+83.9-8.3+18.4-3.4=445.1$ electron units.

A single orientation can differ greatly from this mean. On a grid of 12,800 directions of $\mathbf Q$, $|F|^2$ ranges from 0.07 to 2035. These are the extremes on the grid, not exact bounds.

The mean amplitude of (d) can be found by hand if the origin is the bridging X. Both M atoms are then 3.0 bohr away, and all six terminal X atoms 4.899 bohr away, where $\sin(Qr)/(Qr)=-0.0256$. So

$$\langle F\rangle=3.679+2(11.396)(0.1251)+6(3.679)(-0.0256)=5.96 ,$$

and $|\langle F\rangle|^2=35.6$. With the origin on the M atom at positive $x$ the value is 192.9. Neither is the mean intensity 445.1.

At small $Q$, the limit is $I(0)=110^2=12100$. The second moment of the electron density, summed on a spatial grid, gives $R_g=3.99$ bohr. At $Q=0.5$ bohr$^{-1}$ the Debye sum is 3543, or 0.29 of $I(0)$. The quadratic formula would give $1-(0.5\times3.99)^2/3=-0.33$ there, an impossible negative intensity: $QR_g\approx2$ is far outside its range.

Dividing by the self terms removes much of the decay of the form factors. A numerical search between 2 and 4 bohr$^{-1}$ finds the maximum

$$\frac{I}{\sum_if_i^2}=1.301\quad\text{at}\quad Q=2.638\ \text{bohr}^{-1}=4.99\ \text{Å}^{-1}.$$

The bond factor $\sin(Qr)/(Qr)$ alone has a maximum where $\tan(Qr)=Qr$. The relevant root is $Qr=7.725$, which gives $Q=2.575$ bohr$^{-1}$. At the maximum of the full ratio the bonds are the largest pair contribution, 70.8 electron units, against 11.4 for M–M, 7.0 for the X–X edges and 2.3 for the rest.

The position is nevertheless not set by the bond length alone. Between $Q=2.5$ and 2.638 bohr$^{-1}$ the ratio rises from 1.256 to 1.301. Relative to the self terms, the bond share falls slightly, from 0.237 to 0.233, while the X–X share climbs from −0.023 to +0.023. The X–X edges therefore supply the largest part of the rise. Reading a bond length from the peak as $r=7.725/Q$ would give 2.93 bohr in place of 3.00, an error of 2.4% relative to the true length.

## (g) Where the equation fails

**Question.** What changes if the orientations are not uniform, if the atoms are not spherical, or if the clusters are packed into a solid?

**Solution.** *Preferred orientation.* Suppose the directions of $\mathbf Q$ seen from the cluster have the weight $3n_x^2$, where $n_x$ is the component of the unit vector along the M–M line. The weight averages to 1 over the sphere, and it favours clusters whose M–M line is parallel to $\mathbf Q$. For a pair lying along $x$, with $t=Qr$,

$$\frac12\int_{-1}^{1}3u^2\cos(tu)\,du=-3\frac{d^2}{dt^2}\frac{\sin t}{t}
=3\left[\frac{\sin t}{t}+\frac{2\cos t}{t^2}-\frac{2\sin t}{t^3}\right],$$

because two derivatives of $\cos(tu)$ produce $-u^2\cos(tu)$. At small $t$ this is $1-3t^2/10$ instead of $1-t^2/6$, so the interference term of such a pair at first falls faster as $Q$ grows. At large $t$ the leading term is $3\sin t/t$, three times the uniform value, so there the interference of this pair is stronger. For the whole M$_2$X$_7$ unit at $Q=0.5$ bohr$^{-1}$, numerical integration over directions gives 1516 electron units with this weight, against 3543 for uniform orientations.

*Non-spherical atoms.* Here $f_i$ turns with the cluster and cannot be taken outside the average. Even the self term changes. Let the density of an M atom be split into two halves displaced by $\pm0.5$ bohr along a line fixed in the cluster. Its form factor becomes $f_M\cos(0.5\,Qu)$. At $Q=3$ bohr$^{-1}$, $f_M^2=400\,e^{-1.62}=79.2$, and

$$\langle f^2\rangle=\frac{f_M^2}{2}\left(1+\frac{\sin3}{3}\right)=41.4,\qquad
\langle f\rangle^2=f_M^2\left(\frac{\sin1.5}{1.5}\right)^2=35.0 .$$

Using the averaged form factor in the Debye sum would make this self term too small by 16% of its true value.

*Dense packing.* In an amorphous oxide network of corner-sharing units, neighbouring units share atoms and have correlated positions, so waves from different units interfere. $I(Q)$ for one small unit lacks those pairs. Its rise towards $Z^2$ at small $Q$ belongs to an isolated object of size $R_g$, not to the solid. A larger cluster includes more of the missing pairs, but it still has an outer boundary, whose effect at small $Q$ must be kept apart from the structure of the material.
